# Levinson's theorem in one dimension and transmission at threshold

A square well of half-width 1 bohr and depth 4 hartree transmits a fraction $T=1.46\times10^{-6}$ of a beam with wave number $k=0.001$ bohr$^{-1}$. At depth 6 hartree the fraction is $9.2\times10^{-7}$. Between them, at depth $\pi^2/2\approx4.935$ hartree, the same beam passes with $T=1.0000$. The two opaque wells also differ in their bound states: the shallower has one even and one odd state, the deeper has two even and one odd. Both facts follow from the behaviour of the scattering solutions at zero energy.

In Hartree atomic units the Hamiltonian is $H=-\tfrac12 d^2/dx^2+V(x)$, and the energy of a scattering state is $E=k^2/2$. Let $V$ be real, bounded, piecewise continuous and zero for $|x|>a$. Until stated otherwise it is also even, so that solutions may be chosen even or odd. Outside the potential they define two phase shifts,

$$\psi_e\propto\cos(k|x|+\delta_e),\qquad \psi_o\propto \operatorname{sgn}(x)\sin(k|x|+\delta_o).$$

Without a potential both phases vanish. Multiplying the cosine by $2e^{i\delta_e}$ and the sine by $2ie^{i\delta_o}$ gives

$$\psi_e=e^{-ik|x|}+e^{2i\delta_e}e^{ik|x|},\qquad \psi_o=\operatorname{sgn}(x)\left[-e^{-ik|x|}+e^{2i\delta_o}e^{ik|x|}\right].$$

In half their sum the incoming wave on the right cancels, while on the left, where $|x|=-x$, it is $e^{ikx}$ with unit amplitude. The outgoing wave on the right then has the transmission amplitude

$$t=\tfrac12\left(e^{2i\delta_e}+e^{2i\delta_o}\right),\qquad T=|t|^2. \tag{1}$$

Low-energy transmission is therefore an interference between the two parity channels, and the task is to find their phases as $k\to0$.

Let $f(k,x)$ be the Jost solution, the solution of $f''=(2V-k^2)f$ that equals $e^{ikx}$ for $x\ge a$. Since the potential has finite range, $f(k,0)$ and $f'(k,0)$ are entire functions of $k$; a prime denotes $d/dx$. Define

$$F_e(k)=\frac{f'(k,0)}{ik},\qquad F_o(k)=f(k,0).$$

To connect them with the phases, take the even solution with $\varphi_e(0)=1$, $\varphi_e'(0)=0$, and write it for $x\ge0$ as $Af(k,x)+Bf(-k,x)$. The Wronskian $W[u,v]=uv'-u'v$ of two solutions at the same energy is constant. Evaluated at $x\ge a$, $W[f(-k),f(k)]=2ik$. Evaluated at $x=0$, $W[\varphi_e,f(k)]=f'(k,0)$. Hence $2ikB=f'(k,0)$, or $B=F_e(k)/2$. Replacing $k$ by $-k$, which leaves $\varphi_e$ unchanged, gives $A=F_e(-k)/2$. For $x\ge a$,

$$\varphi_e=\tfrac12\left[F_e(-k)e^{ikx}+F_e(k)e^{-ikx}\right].$$

For the odd solution with $\varphi_o(0)=0$, $\varphi_o'(0)=1$, the Wronskian at the origin is $-f(k,0)$, and the same argument gives

$$\varphi_o=\frac{1}{2ik}\left[F_o(-k)e^{ikx}-F_o(k)e^{-ikx}\right].$$

For real $k$, $f(-k,x)=f(k,x)^*$, so $F(-k)=F(k)^*$ in both channels. Comparison with the cosine and sine shows that $F=|F|e^{-i\delta}$ and $e^{2i\delta}=F(-k)/F(k)$. Neither $F$ can vanish at real $k\ne0$: its conjugate $F(-k)$ would vanish too, and the regular solution would be zero for $x\ge a$ and hence everywhere, against its condition at the origin. The phases can thus be followed continuously over all $k>0$.

Their additive multiple of $\pi$ is fixed at high $k$. The Jost solution obeys

$$f(k,x)=e^{ikx}+\int_x^a\frac{2\sin k(y-x)}{k}V(y)f(k,y)\,dy,$$

as two differentiations confirm. With $f=e^{ikx}h$ this becomes

$$h(k,x)=1+\int_x^a\frac{e^{2ik(y-x)}-1}{ik}V(y)h(k,y)\,dy.$$

For $\operatorname{Im}k\ge0$ the fraction is at most $2/|k|$ in modulus, and iteration gives $|h(k,x)|\le\exp[(2/|k|)\int_x^a|V|dy]$. With $I=\int_0^a|V|dx$, the integral term at $x=0$ is then at most $e^{2I/|k|}-1$. For the even channel, differentiating the equation for $f$ at $x=0$ gives

$$F_e(k)-1=-\frac1{ik}\int_0^a\left(e^{2iky}+1\right)V(y)h(k,y)\,dy.$$

The bracket is at most 2 in modulus, so the same bound holds:

$$|F(k)-1|\le e^{2I/|k|}-1\qquad(\operatorname{Im}k\ge0).$$

Both functions approach 1 in every direction of the closed upper half-plane, and we choose $\delta\to0$ as $k\to\infty$.

Zeros of $F$ with $\operatorname{Im}k>0$ are bound states. There $f$ decays to the right, and $f'(k,0)=0$ or $f(k,0)=0$ lets it be continued to the left as a normalizable even or odd eigenfunction. Its eigenvalue $k^2/2$ must be real, so $k=i\kappa$ with $\kappa>0$. Conversely, a bound state of energy $-\kappa^2/2$ is proportional to $f(i\kappa,x)$ on the right and produces such a zero.

Each zero must be shown to count once. Put $g=\partial f/\partial k$. Differentiating the equation for $f$ gives $g''=(2V-k^2)g-2kf$, hence

$$(fg'-f'g)'=fg''-f''g=-2kf^2. \tag{2}$$

At $k=i\kappa$ both $f$ and $g$ decay at infinity. Integrating from 0 to infinity yields

$$\left[fg'-f'g\right]_{x=0}=2i\kappa\int_0^\infty f^2dx\ne0,$$

because $f(i\kappa,x)$ is real. At an even zero $f'=0$, so $g'(i\kappa,0)\ne0$; at an odd zero $f=0$, so $g(i\kappa,0)\ne0$. All these zeros are simple.

The remaining point is $k=0$. A bounded solution of zero energy is constant outside the potential, since the other outer solution grows linearly. If such a nonzero solution exists it is called a half-bound state: bounded, but not normalizable. On the right it is proportional to $f(0,x)$, which equals 1 there. An even half-bound state therefore requires $f'(0,0)=0$, an odd one $f(0,0)=0$. Both cannot hold, or $f$ would vanish identically. By (2), $fg'-f'g$ is constant in $x$ at $k=0$; for $x\ge a$, $f=1$ and $g=ix$, so

$$f(0,0)g'(0,0)-f'(0,0)g(0,0)=i. \tag{3}$$

Let $F\propto k^m$ near the origin. In the even channel, $f'(0,0)\ne0$ gives $F_e\approx f'(0,0)/(ik)$ and $m=-1$. If $f'(0,0)=0$, (3) gives $g'(0,0)=i/f(0,0)$, so $F_e(0)=1/f(0,0)$ and $m=0$. In the odd channel, $f(0,0)\ne0$ gives $m=0$. If $f(0,0)=0$, then $g(0,0)=-i/f'(0,0)$, so $F_o\approx-ik/f'(0,0)$ and $m=1$.

Now follow $\arg F$ counterclockwise around the upper half-plane: along the real axis, passing above the origin on a small semicircle, and back along a large arc. The enclosed zeros number $n$, the bound states of that parity, and no pole is enclosed. By the argument principle the total change is $2\pi n$. On the positive axis $\arg F=-\delta$ changes from $-\delta(0^+)$ to 0, a gain of $\delta(0^+)$. On the negative axis $\arg F(-k)=\delta(k)$ changes from 0 to $\delta(0^+)$, an equal gain. On the small semicircle the angle of $k$ runs from $\pi$ to 0, contributing $-m\pi$. The large arc contributes nothing in the limit. Therefore

$$2\delta(0^+)-m\pi=2\pi n,\qquad \delta(0^+)=\pi\left(n+\frac m2\right).$$

With the values of $m$ inserted, this is Levinson's theorem:

$$\delta_e(0^+)=\begin{cases}\pi(n_e-\tfrac12)&\text{no even half-bound state},\\ \pi n_e&\text{even half-bound state},\end{cases}$$

$$\delta_o(0^+)=\begin{cases}\pi n_o&\text{no odd half-bound state},\\ \pi(n_o+\tfrac12)&\text{odd half-bound state}.\end{cases}$$

The extra half in the even channel is negative. It is absent for free motion, where $n_e=0$ and $\delta_e=0$, because the constant function is an even half-bound state. A potential that removes this state changes the threshold phase by a half-integer multiple of $\pi$, however weak it is.

For transmission, insert $e^{2i\delta}=F(-k)/F(k)$ into (1):

$$t=\frac{F_e(-k)F_o(k)+F_e(k)F_o(-k)}{2F_e(k)F_o(k)}.$$

The numerator is $-(ik)^{-1}[f(k,0)f'(-k,0)-f'(k,0)f(-k,0)]$. The bracket is the Wronskian of $f(k)$ and $f(-k)$, equal to $-2ik$, so the numerator is 2 and

$$t(k)=\frac1{F_eF_o}=\frac{ik}{f(k,0)f'(k,0)}. \tag{4}$$

If there is no half-bound state, the denominator has a nonzero limit, and

$$|t|\approx k\ell,\qquad \ell=\frac1{|f(0,0)f'(0,0)|},\qquad T\approx k^2\ell^2.$$

With an even half-bound state, $F_e(0)F_o(0)=f(0,0)/f(0,0)=1$ and $t(0)=1$. With an odd one, the product tends to $[f'(0,0)/(ik)][-ik/f'(0,0)]=-1$ and $t(0)=-1$.

For a square well of depth $U$ and $a=1$ bohr, let $q=\sqrt{k^2+2U}$. Matching value and slope to $e^{ikx}$ at $x=1$ gives, inside,

$$f(k,x)=e^{ik}\left[\cos q(1-x)-\frac{ik}{q}\sin q(1-x)\right].$$

Hence $f(0,0)=\cos\sqrt{2U}$ and $f'(0,0)=\sqrt{2U}\sin\sqrt{2U}$. At $U=4$ hartree these are $-0.95136$ and $0.87136$ bohr$^{-1}$, so $\ell=1/(0.95136\times0.87136)=1.2063$ bohr. At $k=0.001$ bohr$^{-1}$ this gives $T\approx(0.0012063)^2=1.46\times10^{-6}$. At $U=6$ hartree the values are $-0.9484$ and $-1.0979$ bohr$^{-1}$, so $\ell=0.960$ bohr and $T\approx9.2\times10^{-7}$.

The phases show the interference. Integrating the regular solutions and following their phases down from high $k$ to $10^{-4}$ bohr$^{-1}$ gives, for $U=4$ hartree, $\delta_e=0.500\pi$ and $\delta_o=1.000\pi$, as required by $n_e=n_o=1$. The two terms in (1) are close to $-1$ and $+1$ and cancel. At $U=6$ hartree $\delta_e=1.500\pi$, since a second even state is bound, and they cancel again. The even levels, found as zeros of $F_e$ on the imaginary axis, lie at $-5.264$ and $-0.314$ hartree; the odd level is at $-3.161$ hartree. At $U=\pi^2/2$, $f'(0,0)=\pi\sin\pi=0$: the second even state is at threshold, both phases are $1.000\pi$, and the terms add.

The approach to full transmission can be found from (4). For this well $q\approx\pi+k^2/(2\pi)$, so $q\sin q\approx-k^2/2$ and $\cos q\approx-1$. To the order needed, $f(k,0)\approx-e^{ik}$ and $f'(k,0)\approx-e^{ik}(ik+k^2/2)$, whence

$$T\approx\frac{k^2}{|ik+k^2/2|^2}=\frac1{1+k^2/4}.$$

With $k$ in bohr$^{-1}$, this gives 0.9975 at $k=0.1$, the value obtained from the full solution.

A square well slightly off an even threshold joins the two behaviours. Let $\beta=f(0,0)f'(0,0)$. By (3), the $k$-derivative of $f(k,0)f'(k,0)$ at $k=0$ is $gf'+fg'=i+2f'g$. Near an even threshold $f'(0,0)$ is small, and for the square well with $ka\ll1$ and $|\beta|a\ll1$

$$t\approx\frac{ik}{ik+\beta},\qquad T\approx\frac{k^2}{k^2+\beta^2}. \tag{5}$$

Transmission is thus nearly complete for $|\beta|\ll k\ll1/a$ but falls to zero within a dip of width $|\beta|$. For $\beta>0$ the denominator vanishes at $k=i\beta$, a shallow bound state with $\kappa\approx\beta$. For $\beta<0$ the zero is in the lower half-plane and there is no such bound state, though $T$ has the same form. In other potentials these approximations may require much smaller $k$ and $|\beta|$, for instance when barriers at the edges concentrate the threshold state inside.

At $U=4.95$ hartree, $\beta=0.01521$ bohr$^{-1}$, while the root of $f'(i\kappa,0)=0$ is $\kappa=0.01510$ bohr$^{-1}$, a binding energy of $1.14\times10^{-4}$ hartree. The full solution gives $T=0.038$, 0.496 and 0.946 at $k=0.2\beta$, $\beta$ and $5\beta$; (5) gives 0.038, 0.500 and 0.962. The difference comes from the next term in $k$. In this well $q\approx\sqrt{2U}+k^2/(2\pi)$ changes $\beta$ in (5) to $\beta+k^2/2$, so that, with $a=1$ bohr, $1/T\approx1+\beta^2/k^2+\beta+k^2/4$, which gives 0.038, 0.496 and 0.946. At these three points the neglected part is mostly the term $\beta$, of relative order $|\beta|a$; the term $k^2/4$ takes over only for $k\gtrsim2\sqrt{|\beta|}$, and for $\beta<0$ the two have opposite signs.

The phase explains how one new bound state adds a full $\pi$. In the same regime $F_e\approx(ik+\beta)/[ikf(0,0)]$, so near the entry of the second even state

$$\delta_e\approx\pi+\arctan(\beta/k).$$

As $k\to0$ this tends to $\pi/2$ for $\beta<0$, equals $\pi$ for $\beta=0$, and tends to $3\pi/2$ for $\beta>0$. The threshold value rises in two steps of $\pi/2$, although at any fixed $k>0$ the phase varies smoothly with depth.

An odd threshold is different in phase but not in transmitted fraction. For $V=-s(1-x^2)$ inside $|x|<1$ bohr, with $x$ in bohr, the second positive root of $f(0,0)=0$, found numerically, is $s=19.83$ hartree. There $n_e=2$, $n_o=1$, and both phases tend to $1.500\pi$: the odd channel has gained a half, both terms in (1) are $-1$, and $T\to1$. For the barrier $s=-3$ hartree there are no bound states, and $\delta_e=-0.500\pi$ and $\delta_o=0$ remain.

Parity is not needed for the vanishing of $t$. For a general $V$ in $|x|<a$, let $f_+=e^{ikx}$ on the right and $f_-=e^{-ikx}$ on the left. On the left $f_+=(e^{ikx}+re^{-ikx})/t$, where $r$ is the reflection amplitude. The Wronskian there gives

$$W(k)=W[f_-,f_+]=\frac{2ik}{t},\qquad t=\frac{2ik}{W(k)}.$$

If $W(0)\ne0$, $t$ vanishes linearly. Physically, the zero-energy solution that is constant on the right then has a nonzero slope on the left, and matching that slope to waves of small $k$ requires an incident amplitude proportional to $1/k$.

If $W(0)=0$, $f_+$ and $f_-$ are proportional and form a half-bound state. Scale it to 1 on the left and call its value on the right $c$. Then $f_-(0,x)$ is this state and $f_+(0,x)$ is the state divided by $c$. With $g_\pm=\partial f_\pm/\partial k$ at $k=0$,

$$\left.\frac{dW}{dk}\right|_0=W[g_-,f_+]+W[f_-,g_+]=\frac ic+ic.$$

At $k=0$ the term $-2kf$ in the equation for $g$ vanishes, so $g_\pm$ solve the zero-energy equation and each of the two Wronskians is separately constant in $x$. The first term was evaluated on the left, where $g_-=-ix$ and $f_+=1/c$; the second on the right, where $f_-=c$ and $g_+=ix$. Therefore

$$t(0)=\frac{2c}{1+c^2}.$$

Even potentials have $c=\pm1$ and transmit fully; unequal outer amplitudes do not. Take a well on $-1<x<1$ bohr whose left half is four times as deep as its right half. The smallest positive depths that solve $W(0)=0$ are 2.646 and 0.662 hartree, with $c=-1.633$. (An uneven well can also have $c=\pm1$: at depths $2\pi^2$ and $\pi^2/2$ hartree this one has $c=-1$ and transmits fully.) Then $t(0)=-3.266/3.667=-0.891$ and $T(0)=0.793$. With depths 2 and 0.5 hartree there is no half-bound state, and $T=1.0\times10^{-7}$ at $k=10^{-4}$ bohr$^{-1}$.

It remains to show that half-bound states are exceptional. Replace $V$ by $\lambda V$, with $V$ not zero throughout its range, and expand $f_+(0,x)=1+\lambda f_1+\lambda^2f_2+\cdots$. At $x=-a$, $f_-=1$ and $f_-'=0$, so $W(0)=f_+'(0,-a)$. The first-order equation $f_1''=2V$ gives $f_1'(x)=-2\int_x^aV\,dy$, and hence

$$W(0)=-2\lambda\int_{-a}^aV\,dx+O(\lambda^2).$$

If the integral vanishes, $f_1'(-a)=0$. Then $f_2''=2Vf_1=f_1f_1''$, and integration by parts, with $f_1(a)=0$, gives

$$f_2'(-a)=-\int_{-a}^af_1f_1''\,dx=\int_{-a}^a(f_1')^2dx>0.$$

So $W(0)$, an entire function of $\lambda$, is not identically zero, and its zeros are isolated. A half-bound state requires one of these isolated couplings, and a small change of strength removes it. This is the sense in which zero transmission at threshold is generic. The proof uses the finite range of $V$ to control the functions at $k=0$; it does not cover long-range tails such as $1/|x|$ or $1/x^2$.

Numbers in the example were calculated in double precision.
